# Entropy of a High-Temperature Hafnia Phase Without Site Disorder: test program

```python
"""
Result under test: at fixed temperature and masses, lowering one classical
harmonic frequency by a factor e raises the entropy by one Boltzmann constant,
without any site disorder. The quantum gain is smaller than this.

Symbols: x = (vibrational quantum)/(kB T); entropies are in units of kB;
energies are in meV, per HfO2 formula unit (f.u.) where an extensive quantity
is meant; dE = static energy of the high-temperature phase minus that of the
low-temperature phase. Hafnia-like inputs are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammaln

KB = const.k / const.e * 1e3          # meV/K
E = np.e


def level_sum(x):
    """Entropy/kB, free energy/kT and heat capacity/kB from explicit levels."""
    n = np.arange(int(45 / x) + 10)
    logp = -n * x
    logp = logp - np.log(np.exp(logp).sum())
    p = np.exp(logp)
    mean = (p * n).sum()
    entropy = -(p * logp).sum()
    energy = x * (mean + 0.5)
    heat_capacity = x**2 * (p * (n - mean)**2).sum()
    return entropy, energy - entropy, heat_capacity


def entropy_formula(x):
    return x / np.expm1(x) - np.log(-np.expm1(-x))


def density_entropy(beta_u, grid):
    """Position entropy, log configuration integral, mean potential / kT."""
    step = grid[1] - grid[0]
    log_z = np.log(np.exp(-beta_u).sum() * step)
    rho = np.exp(-beta_u - log_z)
    entropy = (rho * (beta_u + log_z)).sum() * step
    return entropy, log_z, (rho * beta_u).sum() * step


# --- quantum oscillator: closed entropy, heat-capacity integral, upper bound
for x in (0.05, 0.5, 2.0, 6.0):
    assert abs(level_sum(x)[0] - entropy_formula(x)) < 1e-9
    gain = level_sum(x / E)[0] - level_sum(x)[0]
    log_x = np.linspace(np.log(x) - 1, np.log(x), 101)
    capacity = [level_sum(np.exp(v))[2] for v in log_x]
    assert abs(gain - simpson(capacity, x=log_x)) < 1e-6
    assert 0 < gain < 1
x_small = 0.1
deficit = 1 - (level_sum(x_small / E)[0] - level_sum(x_small)[0])
coefficient = (1 - E**-2) / 24
assert abs(deficit / x_small**2 / coefficient - 1) < 1e-3
assert abs(level_sum(0.01)[0] - (1 - np.log(0.01))) < 1e-5

# --- classical oscillator: Gibbs entropy from the Boltzmann density
grid = np.linspace(-40, 40, 40001)
stiff = density_entropy(grid**2 / 2, grid)
soft = density_entropy(grid**2 / (2 * E**2), grid)
classical_gain = soft[0] - stiff[0]
assert abs(classical_gain - 1) < 1e-8
assert abs(stiff[2] - 0.5) < 1e-8 and abs(soft[2] - 0.5) < 1e-8

# --- two separated sites: quartic double well against one harmonic well
barrier = 200.0                       # in kT; anharmonic error is of order 1/barrier
u = np.linspace(-2, 2, 40001)
double_well = density_entropy(barrier * (u**2 - 1)**2, u)[0]
single_well = density_entropy(4 * barrier * u**2, u)[0]
two_site_gain = double_well - single_well
assert abs(two_site_gain - np.log(2)) < 3e-3

# --- coupled ring of two-atom cells: position covariance against frequencies
CELLS = 12
mass = np.tile([1.0, 3.0], CELLS)


def ring_stiffness(inside, between, onsite):
    k = np.diag(np.tile(onsite, CELLS)).astype(float)
    for i in range(2 * CELLS):
        j = (i + 1) % (2 * CELLS)
        spring = inside if i % 2 == 0 else between
        k[i, i] += spring
        k[j, j] += spring
        k[i, j] -= spring
        k[j, i] -= spring
    return k


def position_entropy(k):
    return 0.5 * np.linalg.slogdet(np.linalg.inv(k))[1]


k_old = ring_stiffness(1.0, 0.7, (0.2, 0.1))
k_new = ring_stiffness(0.3, 0.6, (0.05, 0.15))
w2_old = eigh(k_old, np.diag(mass), eigvals_only=True)
w2_new = eigh(k_new, np.diag(mass), eigvals_only=True)
ring_gain = position_entropy(k_new) - position_entropy(k_old)
assert abs(ring_gain - 0.5 * np.log(w2_old / w2_new).sum()) < 1e-9

root_m = np.sqrt(mass)
w2, vec = np.linalg.eigh(k_old / np.outer(root_m, root_m))
assert w2[CELLS] > 1.05 * w2[CELLS - 1]          # two separate branches


def gain_per_cell(lowered):
    changed = w2.copy()
    changed[lowered] /= E**2
    k = (vec * changed) @ vec.T * np.outer(root_m, root_m)
    return (position_entropy(k) - position_entropy(k_old)) / CELLS


branch_gain = gain_per_cell(slice(CELLS, None))
one_mode_gain = gain_per_cell(slice(CELLS, CELLS + 1))
assert abs(branch_gain - 1) < 1e-9
assert abs(one_mode_gain - 1 / CELLS) < 1e-9

# --- hafnia-like example: two ordered phases, nine modes per formula unit
dE = 170.0
quanta = np.array([15, 20, 25, 35, 45, 50, 60, 70, 80], float)
SOFT_INDEX = 4
one_lowered = quanta.copy()
one_lowered[SOFT_INDEX] /= E
all_lowered = quanta * np.exp(-1 / len(quanta))
T_classical = dE / KB


def entropy_gain(T, new, old=quanta):
    return sum(level_sum(b / (KB * T))[0] - level_sum(a / (KB * T))[0]
               for a, b in zip(old, new))


def free_energy_difference(T, new):
    kT = KB * T
    return dE + kT * sum(level_sum(b / kT)[1] - level_sum(a / kT)[1]
                         for a, b in zip(quanta, new))


crossing = {}
for name, new in (("one", one_lowered), ("all", all_lowered)):
    crossing[name] = brentq(free_energy_difference, 1000, 3000, args=(new,))
    A = (quanta**2 - new**2).sum() / 24
    estimate = (dE - A / dE) / KB
    assert abs(crossing[name] - estimate) < 0.5
    assert crossing[name] < T_classical
    slope = (free_energy_difference(801, new)
             - free_energy_difference(799, new)) / 2
    assert abs(slope / KB + entropy_gain(800, new)) < 1e-5
    assert abs(entropy_gain(T_classical, new) - 1) < 0.02
halved = quanta.copy()
halved[SOFT_INDEX] /= 2
halving_gain = entropy_gain(T_classical, halved)
assert abs(halving_gain - np.log(2)) < 0.01

# --- neglected: quartic stiffening of the strongly softened coordinate
mass_O = 16 * const.atomic_mass
omega_soft = one_lowered[SOFT_INDEX] * 1e-3 * const.e / const.hbar
sigma_soft = np.sqrt(const.k * T_classical / mass_O) / omega_soft * 1e9   # nm
sigma_stiff = sigma_soft / E
d_quartic = 0.1                       # nm, quartic = soft harmonic energy here
y = np.linspace(-12, 12, 24001)       # displacement / thermal soft spread


def quartic_gain(T, on=1.0):
    r = on * (sigma_soft / d_quartic)**2 * T / T_classical
    new = density_entropy(y**2 / 2 + r * y**4 / 2, y)
    old = density_entropy(E**2 * y**2 / 2 + r * y**4 / 2, y)
    return new[0] - old[0], new[1] - old[1]


assert abs(quartic_gain(T_classical, 0.0)[1] - 1) < 1e-8
h = 1.0
derivative = ((T_classical + h) * quartic_gain(T_classical + h)[1]
              - (T_classical - h) * quartic_gain(T_classical - h)[1]) / (2 * h)
anharmonic_gain = quartic_gain(T_classical)[0]
assert abs(derivative - anharmonic_gain) < 1e-5
T_quartic = brentq(lambda T: KB * T * quartic_gain(T)[1] - dE, 1000, 8000)

# --- neglected: expansion, vacancies, electrons, pressure, error of dE
gruneisen, d_alpha = 1.5, 5e-6
extra_volume = d_alpha * (T_classical - 300)
expanded = all_lowered * (1 + extra_volume)**(-gruneisen)
expansion_gain = entropy_gain(T_classical, expanded, all_lowered)

vacancy = 0.01
mixing = -2 * (vacancy * np.log(vacancy) + (1 - vacancy) * np.log(1 - vacancy))
sites = 2_000_000
empty = vacancy * sites
counted = (gammaln(sites + 1) - gammaln(empty + 1)
           - gammaln(sites - empty + 1)) / (sites / 2)
assert abs(counted - mixing) < 1e-4

gap_eV, volume_nm3 = 5.0, 0.035
kT_J = const.k * T_classical
band_density = 2 * (const.m_e * kT_J / (2 * np.pi * const.hbar**2))**1.5
gap_ratio = gap_eV * const.e / kT_J
pairs = band_density * volume_nm3 * 1e-27 * np.exp(-gap_ratio / 2)
electron_entropy = pairs * (5 + gap_ratio)
pressure_work = const.atm * 0.03 * volume_nm3 * 1e-27 / const.e * 1e3

# --- report
print(f"Boltzmann constant: {KB:.6f} meV/K")
print(f"one kB per f.u.: {const.R:.3f} J/(mol K)")
print(f"classical gain, frequency / e: {classical_gain:.6f} kB")
print(f"mean potential energy, stiff and soft: {stiff[2]:.4f}, {soft[2]:.4f} kT")
print(f"small-x coefficient (1-e^-2)/24: {coefficient:.5f}")
print(f"two-site gain, double well, barrier {barrier:.0f} kT: {two_site_gain:.4f} kB")
print(f"ln 2: {np.log(2):.4f}")
print(f"ring of {CELLS} cells, changed springs, total gain: {ring_gain:.4f} kB")
print(f"ring, whole branch / e: {branch_gain:.4f} kB per cell")
print(f"ring, one mode / e: {one_mode_gain:.4f} kB per cell")
print(f"static energy difference dE (rough): {dE:.0f} meV per f.u.")
print("mode quanta (rough):", " ".join(f"{q:.0f}" for q in quanta), "meV")
print(f"one-mode route: {quanta[SOFT_INDEX]:.0f} -> {one_lowered[SOFT_INDEX]:.2f} meV")
print(f"shared route, lowering of each mode: {100*(1-np.exp(-1/9)):.2f} %")
print(f"classical crossing dE/kB: {T_classical:.1f} K")
print(f"quantum crossing, one-mode route: {crossing['one']:.1f} K")
print(f"quantum crossing, shared route: {crossing['all']:.1f} K")
print(f"gain at {T_classical:.0f} K, one mode halved: {halving_gain:.4f} kB")
for T in (30, 300, 800, T_classical):
    print(f"gain at {T:.0f} K, one-mode; shared: "
          f"{entropy_gain(T, one_lowered):.4f}; {entropy_gain(T, all_lowered):.4f} kB")
for T in (300, 800):
    print(f"free-energy difference at {T} K, one-mode; shared: "
          f"{free_energy_difference(T, one_lowered):.1f}; "
          f"{free_energy_difference(T, all_lowered):.1f} meV")
print(f"zero-point change, one-mode; shared: {(one_lowered-quanta).sum()/2:.1f}; "
      f"{(all_lowered-quanta).sum()/2:.1f} meV")
print(f"thermal spread at {T_classical:.0f} K, mass 16 u, stiff; soft: "
      f"{sigma_stiff:.4f}; {sigma_soft:.4f} nm")
print(f"spread growth of each mode, shared route: factor {np.exp(1/9):.4f}")
print(f"quartic equals soft harmonic energy at: {d_quartic:.2f} nm (chosen)")
print(f"one-mode gain with quartic term: {anharmonic_gain:.3f} kB")
print(f"one-mode classical crossing with quartic term: {T_quartic:.0f} K")
print(f"Grueneisen parameter (rough): {gruneisen:.1f}")
print(f"difference of volume expansion (rough): {d_alpha:.1e} 1/K")
print(f"extra relative volume at crossing: {100*extra_volume:.2f} %")
print(f"extra entropy from unequal expansion: {expansion_gain:.3f} kB per f.u.")
print(f"mixing entropy, {100*vacancy:.0f} % oxygen vacancies: {mixing:.3f} kB per f.u.")
print(f"gap; volume per f.u. (rough): {gap_eV:.1f} eV; {volume_nm3:.3f} nm^3")
print(f"electronic entropy at crossing: {electron_entropy:.1e} kB per f.u.")
print(f"pressure work, 1 atm, 3 % volume change: {pressure_work:.1e} meV per f.u.")
print(f"crossing shift for 10 meV error of dE: {10/KB:.0f} K")
print("all tests passed")
```

It prints:

```
Boltzmann constant: 0.086173 meV/K
one kB per f.u.: 8.314 J/(mol K)
classical gain, frequency / e: 1.000000 kB
mean potential energy, stiff and soft: 0.5000, 0.5000 kT
small-x coefficient (1-e^-2)/24: 0.03603
two-site gain, double well, barrier 200 kT: 0.6950 kB
ln 2: 0.6931
ring of 12 cells, changed springs, total gain: 7.3325 kB
ring, whole branch / e: 1.0000 kB per cell
ring, one mode / e: 0.0833 kB per cell
static energy difference dE (rough): 170 meV per f.u.
mode quanta (rough): 15 20 25 35 45 50 60 70 80 meV
one-mode route: 45 -> 16.55 meV
shared route, lowering of each mode: 10.52 %
classical crossing dE/kB: 1972.8 K
quantum crossing, one-mode route: 1967.8 K
quantum crossing, shared route: 1960.3 K
gain at 1973 K, one mode halved: 0.6910 kB
gain at 30 K, one-mode; shared: 0.0123; 0.0191 kB
gain at 300 K, one-mode; shared: 0.8995; 0.7875 kB
gain at 800 K, one-mode; shared: 0.9848; 0.9632 kB
gain at 1973 K, one-mode; shared: 0.9975; 0.9937 kB
free-energy difference at 300 K, one-mode; shared: 141.4; 137.7 meV
free-energy difference at 800 K, one-mode; shared: 100.0; 98.5 meV
zero-point change, one-mode; shared: -14.2; -21.0 meV
thermal spread at 1973 K, mass 16 u, stiff; soft: 0.0148; 0.0403 nm
spread growth of each mode, shared route: factor 1.1175
quartic equals soft harmonic energy at: 0.10 nm (chosen)
one-mode gain with quartic term: 0.787 kB
one-mode classical crossing with quartic term: 2303 K
Grueneisen parameter (rough): 1.5
difference of volume expansion (rough): 5.0e-06 1/K
extra relative volume at crossing: 0.84 %
extra entropy from unequal expansion: 0.112 kB per f.u.
mixing entropy, 1 % oxygen vacancies: 0.112 kB per f.u.
gap; volume per f.u. (rough): 5.0 eV; 0.035 nm^3
electronic entropy at crossing: 2.1e-07 kB per f.u.
pressure work, 1 atm, 3 % volume change: 6.6e-04 meV per f.u.
crossing shift for 10 meV error of dE: 116 K
all tests passed
```
